**Two forms of the macroscopic dielectric function, tested on a layered model crystal**

The program tests $\epsilon_M=1/[\epsilon^{-1}]_{00}=1-v_0\bar\chi_{00}$. Here $\epsilon=1-vP$ is the microscopic dielectric matrix, $v_G=4\pi/|\mathbf q+\mathbf G|^2$, $P$ is the response to the total classical potential, and $\bar\chi=P+P\bar v\bar\chi$ with the $G=0$ element of $v$ removed. At finite $q$ it asserts that both matrix forms agree with self-consistent supercell calculations, run with the full Hartree potential and with its macroscopic component removed. It also asserts the static ordering $1<\epsilon_M<\epsilon_{00}$ at that $q$, and that the RPA optical limit matches an extrapolation from small $q$. Diagonalization over transitions must reproduce both functions at a complex frequency. The strongest pole of each function must be a zero of the other, and both total strengths, multiplied by the scaled Coulomb head $4\pi$, must equal the squared plasma frequency of the mean density. The output shows local fields lowering the static RPA constant from 2.99 to 2.37. With the long-range kernel at $\alpha=3$, an exciton appears 0.36 eV below the gap with about half of the absorption strength.

## Numerical verification

```python
"""
Result under test, for a periodic solid at wavevector q:
    eps_M = 1 / [eps^-1]_00 = 1 - v_0 * chibar_00
eps = 1 - v P is the microscopic dielectric matrix, v_G = 4 pi / |q+G|^2,
P = chi_s + chi_s f_xc P, and chibar = P + P vbar chibar, where vbar is v
without its G = 0 element. chi_s is the Kohn-Sham response.
Model: layered crystal, electrons moving along z in -W cos(2 pi z / a),
one electron pair per period and lateral area A, density uniform laterally.
The xc kernel is f_xc = -alpha / |q+G|^2 (alpha = 0 is the RPA).
Atomic units inside; eV and angstrom in the printed output.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh, toeplitz

HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] / const.angstrom
FOURPI = 4 * np.pi

period = 4.0 / BOHR
area = 10.0 / BOHR**2
depth = 5.0 / HARTREE
alpha_lrc = 3.0
G1 = 2 * np.pi / period
BASIS = 7                      # plane waves -BASIS..BASIS for each k
LOCAL = 4                      # response matrices use G = -LOCAL..LOCAL
gvec = G1 * np.arange(-BASIS, BASIS + 1)
shells = np.arange(-LOCAL, LOCAL + 1)
plasma = np.sqrt(FOURPI * 2 / (area * period))


def bloch(k):
    """Band energies and real plane-wave coefficients at k."""
    size = len(gvec)
    h = np.diag((k + gvec)**2 / 2)
    h += -depth / 2 * (np.eye(size, k=1) + np.eye(size, k=-1))
    return np.linalg.eigh(h)


def transitions(nk, qi):
    """Gaps and amplitudes <v k|exp(-i(q+G)z)|c k+q> / |q+G|.

    q = qi * G1 / nk; for qi = 0 the G = 0 row is the limit p_vc / gap.
    """
    q = qi * G1 / nk
    size = len(gvec)
    gaps, blocks = [], []
    for j in range(-(nk // 2), nk - nk // 2):
        k = j * G1 / nk
        ev, cv = bloch(k)
        ec, cc = bloch(k + q)
        val, cond = cv[:, 0], cc[:, 1:]
        gap = ec[1:] - ev[0]
        rows = []
        for s in shells:
            if s == 0 and qi == 0:
                rows.append(((val * (k + gvec)) @ cond) / gap)
                continue
            up, down = max(0, s), max(0, -s)
            amp = val[down:size - up] @ cond[up:size - down]
            rows.append(amp / abs(q + s * G1))
        gaps.append(gap)
        blocks.append(np.array(rows))
    weight = 2 / (nk * area * period)      # spin factor over volume
    return np.concatenate(gaps), np.hstack(blocks), weight


def matrix_forms(omega, gaps, amp, weight, v, f):
    """Both forms of eps_M from matrices in G; v and f are diagonals."""
    head = len(v) // 2
    one = np.eye(len(v))
    chi_s = weight * (amp * (2 * gaps / (omega**2 - gaps**2))) @ amp.T
    proper = np.linalg.solve(one - chi_s * f[None, :], chi_s)
    eps = one - v[:, None] * proper
    inverse_head = np.linalg.inv(eps)[head, head]
    vbar = v.copy()
    vbar[head] = 0
    chibar = np.linalg.solve(one - proper * vbar[None, :], proper)
    return {"eps00": eps[head, head], "inv": 1 / inverse_head,
            "bar": 1 - v[head] * chibar[head, head],
            "P00": proper[head, head], "chibar00": chibar[head, head],
            "invhead": inverse_head}


def excitations(gaps, amp, weight, kernel):
    """Pole energies and head strengths by diagonalization over transitions."""
    c = amp * np.sqrt(gaps)
    m = np.diag(gaps**2) + 2 * weight * c.T @ (kernel[:, None] * c)
    squares, vec = np.linalg.eigh(m)
    assert squares[0] > 0
    return np.sqrt(squares), 2 * weight * (c[len(kernel) // 2] @ vec)**2


def finite_field(cells, alpha, keep_macro, strength=1e-3):
    """n_q / V_ext,q from a self-consistent supercell calculation.

    V_ext = 2*strength*cos(qz), q = G1/cells. For an even number of cells a
    sign change of V_ext is a lattice translation: no second-order error.
    """
    q = G1 / cells
    top = cells * BASIS
    kinetic = np.diag((q * np.arange(-top, top + 1))**2 / 2)
    g = np.arange(5 * cells + 1)
    coulomb = np.zeros(len(g))
    coulomb[1:] = FOURPI / (q * g[1:])**2
    kernel = coulomb * (1 - alpha / FOURPI)
    if not keep_macro:
        kernel[1] -= coulomb[1]            # remove the Hartree part only

    def density(pot):
        column = np.zeros(2 * top + 1)
        column[:len(g)] = pot
        column[cells] -= depth / 2
        _, c = eigh(kinetic + toeplitz(column),
                    subset_by_index=[0, cells - 1])
        dm = c @ c.T
        traces = np.array([np.trace(dm, offset=int(s)) for s in g])
        return 2 * traces / (area * cells * period)

    ground = density(np.zeros(len(g)))
    external = np.zeros(len(g))
    external[1] = strength
    pot = external.copy()
    for _ in range(200):
        induced = density(pot) - ground
        new = external + kernel * induced
        if np.max(np.abs(new - pot)) < 1e-8 * strength:
            return induced[1] / strength
        pot += 0.5 * (new - pot)
    raise AssertionError("finite-field calculation did not converge")


print(f"period a = {period*BOHR:.2f} angstrom")
print(f"area per electron pair A = {area*BOHR**2:.2f} angstrom^2")
print(f"potential amplitude W = {depth*HARTREE:.2f} eV")
print(f"kernel strength alpha = {alpha_lrc:.2f} (dimensionless)")
print(f"plasma energy of the mean density = {plasma*HARTREE:.4f} eV")

# Finite q: matrix formulas against self-consistent finite fields
cells = 12
q = G1 / cells
lengths = np.abs(q + shells * G1)
gaps, scaled, weight = transitions(cells, 1)
plain = scaled * lengths[:, None]
v = FOURPI / lengths**2
v0 = v[LOCAL]
volume_unit = HARTREE * BOHR**3
print(f"finite q = {q/BOHR:.5f} 1/angstrom (one twelfth of 2 pi/a)")
print(f"v_0 at this q = {v0*volume_unit:.3f} eV angstrom^3")
for name, alpha in (("RPA", 0.0), ("LRC", alpha_lrc)):
    f = -alpha / lengths**2
    r = matrix_forms(0.0, gaps, plain, weight, v, f)
    chi_full = finite_field(cells, alpha, True)
    chi_bar = finite_field(cells, alpha, False)
    field_full = 1 / (1 + v0 * chi_full)
    field_bar = 1 - v0 * chi_bar
    assert abs(r["inv"] - r["bar"]) < 1e-10
    assert abs(field_full / r["inv"] - 1) < 5e-5
    assert abs(field_bar / r["inv"] - 1) < 5e-5
    assert 1 < r["inv"] < r["eps00"] - 1e-3
    print(f"{name} q: P_00 = {r['P00']/volume_unit:.6e} 1/(eV angstrom^3)")
    print(f"{name} q: chibar_00 = {r['chibar00']/volume_unit:.6e}"
          " 1/(eV angstrom^3)")
    print(f"{name} q: chi_00, finite field = {chi_full/volume_unit:.6e}"
          " 1/(eV angstrom^3)")
    print(f"{name} q: eps_00 = {r['eps00']:.5f}")
    print(f"{name} q: [eps^-1]_00 = {r['invhead']:.5f}")
    print(f"{name} q: eps_M, matrix = {r['inv']:.5f}")
    print(f"{name} q: eps_M, field, full Hartree = {field_full:.5f}")
    print(f"{name} q: eps_M, field, no macro Hartree = {field_bar:.5f}")

# Optical limit: densities scaled by 1/|q+G|, so v becomes 4 pi for every G
nk = 48
gaps, amp, weight = transitions(nk, 0)
v = np.full(len(shells), FOURPI)
vbar = v.copy()
vbar[LOCAL] = 0
gap_min = gaps.min()
print(f"smallest direct gap = {gap_min*HARTREE:.4f} eV")

for cut in (0, 1, 2, 4):
    part = slice(LOCAL - cut, LOCAL + cut + 1)
    r = matrix_forms(0.0, gaps, amp[part], weight, v[part], 0 * v[part])
    print(f"RPA q->0: eps_M with {2*cut+1} G vectors = {r['inv']:.5f}")

near = []
for qi in (1, 2):
    g_q, a_q, w_q = transitions(nk, qi)
    near.append(matrix_forms(0.0, g_q, a_q, w_q, v, 0 * v)["inv"])
    print(f"RPA eps_M at q = {qi*G1/nk/BOHR:.5f} 1/angstrom: {near[-1]:.5f}")
limit = matrix_forms(0.0, gaps, amp, weight, v, 0 * v)["inv"]
assert abs((4 * near[0] - near[1]) / 3 - limit) < 1e-3

omega = (6.0 + 0.5j) / HARTREE
print(f"complex test frequency = {omega*HARTREE:.2f} eV")
for name, alpha in (("RPA", 0.0), ("LRC", alpha_lrc)):
    f = np.full(len(shells), -alpha)
    static = matrix_forms(0.0, gaps, amp, weight, v, f)
    r = matrix_forms(omega, gaps, amp, weight, v, f)
    e_abs, s_abs = excitations(gaps, amp, weight, vbar + f)
    e_loss, s_loss = excitations(gaps, amp, weight, v + f)

    def eps_from_poles(w):
        return 1 - FOURPI * np.sum(s_abs / (w**2 - e_abs**2))

    def inverse_from_poles(w):
        return 1 + FOURPI * np.sum(s_loss / (w**2 - e_loss**2))

    assert abs(r["inv"] - r["bar"]) < 1e-9
    assert abs(eps_from_poles(omega) - r["inv"]) < 1e-8
    assert abs(inverse_from_poles(omega) - r["invhead"]) < 1e-8
    top_abs, top_loss = np.argmax(s_abs), np.argmax(s_loss)
    # poles of one function are zeros of the other
    assert abs(eps_from_poles(e_loss[top_loss])) < 1e-6
    assert abs(inverse_from_poles(e_abs[top_abs])) < 1e-6
    for s in (s_abs, s_loss):
        assert abs(FOURPI * s.sum() / plasma**2 - 1) < 1e-4
    print(f"{name} q->0: static eps_00 = {static['eps00']:.5f}")
    print(f"{name} q->0: static eps_M = {static['inv']:.5f}")
    print(f"{name} q->0: eps_M at test frequency = {r['inv']:.5f}")
    print(f"{name} lowest pole of eps_M = {e_abs[0]*HARTREE:.4f} eV")
    print(f"{name} strongest pole of eps_M = {e_abs[top_abs]*HARTREE:.4f} eV")
    print(f"{name} its share of the strength = "
          f"{s_abs[top_abs]/s_abs.sum():.4f}")
    print(f"{name} strongest pole of 1/eps_M = "
          f"{e_loss[top_loss]*HARTREE:.4f} eV")
    print(f"{name} gap minus lowest pole = "
          f"{(gap_min-e_abs[0])*HARTREE:.4f} eV")

g_c, a_c, w_c = transitions(32, 0)
e_c, _ = excitations(g_c, a_c, w_c, vbar - alpha_lrc)
print(f"LRC lowest pole of eps_M with 32 k points = {e_c[0]*HARTREE:.4f} eV")
print("verified")
```

It prints:

```
period a = 4.00 angstrom
area per electron pair A = 10.00 angstrom^2
potential amplitude W = 5.00 eV
kernel strength alpha = 3.00 (dimensionless)
plasma energy of the mean density = 8.3031 eV
finite q = 0.13090 1/angstrom (one twelfth of 2 pi/a)
v_0 at this q = 10560.498 eV angstrom^3
RPA q: P_00 = -1.849097e-04 1/(eV angstrom^3)
RPA q: chibar_00 = -1.276849e-04 1/(eV angstrom^3)
RPA q: chi_00, finite field = -5.437069e-05 1/(eV angstrom^3)
RPA q: eps_00 = 2.95274
RPA q: [eps^-1]_00 = 0.42582
RPA q: eps_M, matrix = 2.34842
RPA q: eps_M, field, full Hartree = 2.34842
RPA q: eps_M, field, no macro Hartree = 2.34843
LRC q: P_00 = -4.687470e-04 1/(eV angstrom^3)
LRC q: chibar_00 = -2.075999e-04 1/(eV angstrom^3)
LRC q: chi_00, finite field = -6.503033e-05 1/(eV angstrom^3)
LRC q: eps_00 = 5.95020
LRC q: [eps^-1]_00 = 0.31325
LRC q: eps_M, matrix = 3.19236
LRC q: eps_M, field, full Hartree = 3.19237
LRC q: eps_M, field, no macro Hartree = 3.19244
smallest direct gap = 4.9135 eV
RPA q->0: eps_M with 1 G vectors = 2.99249
RPA q->0: eps_M with 3 G vectors = 2.37687
RPA q->0: eps_M with 5 G vectors = 2.37310
RPA q->0: eps_M with 9 G vectors = 2.37310
RPA eps_M at q = 0.03272 1/angstrom: 2.37153
RPA eps_M at q = 0.06545 1/angstrom: 2.36684
complex test frequency = 6.00+0.50j eV
RPA q->0: static eps_00 = 2.99249
RPA q->0: static eps_M = 2.37310
RPA q->0: eps_M at test frequency = 1.21803+3.11190j
RPA lowest pole of eps_M = 4.9172 eV
RPA strongest pole of eps_M = 10.6526 eV
RPA its share of the strength = 0.1268
RPA strongest pole of 1/eps_M = 11.4569 eV
RPA gap minus lowest pole = -0.0037 eV
LRC q->0: static eps_00 = 6.16921
LRC q->0: static eps_M = 3.25613
LRC q->0: eps_M at test frequency = -0.63702+2.04956j
LRC lowest pole of eps_M = 4.5547 eV
LRC strongest pole of eps_M = 4.5547 eV
LRC its share of the strength = 0.4948
LRC strongest pole of 1/eps_M = 11.1118 eV
LRC gap minus lowest pole = 0.3588 eV
LRC lowest pole of eps_M with 32 k points = 4.5547 eV
verified
```
